# Linear Field Shift of a Switching Barrier from the Branch-Followed Polarization

## Definitions and conventions

Consider an insulating crystal with fixed lattice vectors and cell volume $\Omega$. The ionic coordinates in one cell are collected in $q$, and every cell moves alike. They are measured from one reference ion, so that a rigid translation of the crystal, which costs no energy, is left out. At zero field the energy per cell, with the electrons in their ground state, is $U(q)$. The initial state $q_i$ is a minimum of $U$. The saddle $q_s$ is a stationary point at which the Hessian has one negative eigenvalue, and neither Hessian has a zero eigenvalue. The zero-field barrier is $B(0)=U(q_s)-U(q_i)$.

The field $\mathbf E$ is the total macroscopic field inside the crystal, held fixed during switching. In a film with non-ferroelectric layers it is not the voltage divided by the total thickness. The elementary charge $e$ is positive, and an electron has charge $-e$. The cell dipole is $\mathbf p=\Omega\mathbf P$. A dipole in $e\,$Å times a field in V/Å is an energy in eV.

The result to be derived is

$$B(\mathbf E)=B(0)-\Omega\,\mathbf E\cdot(\mathbf P_s-\mathbf P_i)+O(E^2), \tag{1}$$

where $\mathbf P$ is followed continuously from $q_i$ to $q_s$ along the switching route, at zero field.

**Why the branch must be followed.** Take a chain of period $a$ with one occupied band and two electrons per cell. The occupied states of a long finite piece can be written as localized orbitals, which in the interior are the Wannier functions $W$ of the bulk, one per cell. The summed position of the electrons is a trace over the occupied space, so it does not depend on which orthonormal orbitals span that space. The dipole of $N$ neutral cells is therefore $N\mathbf p$ plus end terms that do not grow with $N$. With the ionic cores at $x_c$ carrying charges $Q_c$,

$$p_x=\sum_c Q_c x_c-2e\,w,\qquad w=\langle W|x|W\rangle .$$

To find $w$, write $\psi_k=e^{ikx}u_k$. Differentiation gives $\partial_k\psi_k=ix\psi_k+e^{ikx}\partial_k u_k$, hence $x\psi_k=-i\partial_k\psi_k+ie^{ikx}\partial_ku_k$. The Wannier function is the average of $\psi_k$ over the Brillouin zone. The total derivative integrates to zero because $\psi_k$ is periodic in $k$. In the overlap of the remaining term with $W$, only equal $k$ contribute, because Bloch functions with different $k$ are orthogonal. With $u_k$ normalized over one cell, this leaves

$$w=\frac{a}{2\pi}\int_0^{2\pi/a}\langle u_k|i\partial_ku_k\rangle\,dk .$$

The phase of $u_k$ is free. Replacing $u_k$ by $e^{-i\theta(k)}u_k$, with $\theta$ growing by $2\pi m$ across the zone, adds $ma$ to $w$: a neighbouring orbital has been chosen as the representative of the cell. Thus, for a given list of core positions $x_c$, $p_x$ at one configuration is defined modulo $2ea$. Listing a periodic image of a core instead would shift it by a multiple of $Q_ca$, so the same cores must be followed along the path. Its change along an insulating path is unique, because $w$ then moves continuously and cannot jump by $a$. This change is the transported charge times distance, which is what an external circuit registers.

## First derivation: stationary enthalpy

Let $\psi$ stand for all electronic variables, and let $W(\psi,q)$ be the internal energy per cell. A charge $Q$ at $\mathbf r$ has energy $-Q\,\mathbf E\cdot\mathbf r$ in the field, and the sum over a neutral cell is $-\mathbf E\cdot\mathbf p$. The electric enthalpy is

$$F(\psi,q;\mathbf E)=W(\psi,q)-\mathbf E\cdot\mathbf p(\psi,q).$$

An infinite insulator in a uniform field has no strict ground state, since electrons could tunnel across the gap over a long distance. For weak fields, $\psi$ denotes the long-lived polarized state that grows continuously out of the zero-field ground state. It makes $F$ stationary.

Let $q_a(\mathbf E)$, with $a=i$ or $s$, be a stationary point in the field. Because the zero-field Hessian is invertible, the implicit function theorem guarantees that this point exists for small fields and moves smoothly. The derivative of its enthalpy $F_a(\mathbf E)$ is

$$\frac{dF_a}{d\mathbf E}
=\frac{\partial F}{\partial\psi}\frac{d\psi}{d\mathbf E}
+\frac{\partial F}{\partial q}\frac{dq_a}{d\mathbf E}
+\frac{\partial F}{\partial\mathbf E}.$$

The first term vanishes because the electrons are stationary, and the second because the ions are. The last is $-\mathbf p$. Stationarity is all that is needed, so a saddle serves as well as a minimum. Subtracting the two states gives

$$\frac{dB}{d\mathbf E}=-\left[\mathbf p_s(\mathbf E)-\mathbf p_i(\mathbf E)\right]. \tag{2}$$

This identity holds at finite field as long as both stationary points and the polarized insulating state persist. At $\mathbf E=0$ its right side is $-\Omega(\mathbf P_s-\mathbf P_i)$, and a first-order expansion of $B$ is equation (1).

**The next order.** Define the clamped-ion polarizability $\alpha^{\rm el}=\partial\mathbf p/\partial\mathbf E$ at fixed $q$. With the electrons eliminated, $\partial F/\partial\mathbf E=-\mathbf p(q,\mathbf E)$ at fixed $q$. Integrating from zero field gives

$$F(q,\mathbf E)=U(q)-\mathbf E\cdot\mathbf p(q)-\tfrac12\mathbf E\cdot\alpha^{\rm el}(q)\,\mathbf E+O(E^3).$$

Put $q=q_a+\delta$, with Hessian $K_a=\partial^2U/\partial q^2$ and effective charges $Z_a=\partial\mathbf p/\partial q$. There is no linear term in $U$, so to second order in small quantities

$$F=U(q_a)-\mathbf E\cdot\mathbf p_a+\tfrac12\delta^TK_a\delta-\mathbf E^TZ_a\delta-\tfrac12\mathbf E^T\alpha^{\rm el}_a\mathbf E .$$

Stationarity in $\delta$ requires $K_a\delta=Z_a^T\mathbf E$, or $\delta=K_a^{-1}Z_a^T\mathbf E$. Substitution turns the two terms containing $\delta$ into $(\tfrac12-1)\,\mathbf E^TZ_aK_a^{-1}Z_a^T\mathbf E$. Therefore

$$B(\mathbf E)=B(0)-\mathbf E\cdot\Delta\mathbf p-\tfrac12\mathbf E^T(\alpha_s-\alpha_i)\mathbf E+O(E^3),\qquad
\alpha_a=\alpha_a^{\rm el}+Z_aK_a^{-1}Z_a^T. \tag{3}$$

At the minimum the ionic part of $\alpha$ cannot be negative. At the saddle the unstable mode contributes negatively if it carries a dipole along the field, because the stationary point moves against the electric force.

## Second derivation: work and transported charge

This derivation starts from an energy balance and does not use the enthalpy. Hold the ions with external forces $f$ and move them slowly from $q_i$ to $q_s$ along the route, at constant $\mathbf E$. The barrier is the reversible mechanical work this takes when the end points are the force-free points in the field.

The source that maintains the field also does work. Let the crystal fill a capacitor of area $S$ and thickness $L$. When the polarization normal to the plates changes by $\delta P$ at constant field, a charge $S\,\delta P$ flows through the source at voltage $EL$. The source supplies $SL\,E\,\delta P$, or $\mathbf E\cdot\delta\mathbf p$ per cell. The balance for the internal energy $W$ is

$$dW=f\cdot dq+\mathbf E\cdot d\mathbf p .$$

Integrated between the zero-field points $q_i$ and $q_s$, the mechanical work is

$$A=W(q_s,\mathbf E)-W(q_i,\mathbf E)-\mathbf E\cdot\int_i^s d\mathbf p .$$

Three estimates reduce this to first order:

1. At fixed ions, the field changes the electronic state by $O(E)$. The zero-field ground state makes the internal energy stationary, so $W(q,\mathbf E)=U(q)+O(E^2)$.
2. The transported dipole differs from its zero-field value by $O(E)$. Since it is multiplied by $\mathbf E$, this changes $A$ by $O(E^2)$.
3. The force-free points in the field lie a distance $O(E)$ from $q_i$ and $q_s$. On these short pieces the holding force is itself $O(E)$, so the extra work is $O(E^2)$.

What remains is

$$B(\mathbf E)=U(q_s)-U(q_i)-\mathbf E\cdot\int_i^s d\mathbf p+O(E^2),$$

which is equation (1). The minus sign has a direct meaning: if the dipole grows along the field on the way up, the source pays for part of the climb.

## What each derivation assumes

Both require a fixed cell, a fixed macroscopic field, an insulating path and electrons that follow the ions adiabatically. They differ in the role of the path. The enthalpy argument looks at the two end states and needs the path to place their dipoles on one branch. The work argument contains the path from the start, and its $\Delta\mathbf p$ is a transported charge, so no branch has to be chosen afterwards.

They also differ in reach. The enthalpy argument gives the finite-field identity (2) and, with little more effort, the quadratic term. The work argument, as given, stops at the slope, but it needs no formula for bulk polarization, only the current.

The invertible Hessian enters the first derivation through the smooth motion of $q_a$, and the second through the $O(E)$ displacement. It can be relaxed in some cases. Suppose a minimum is quartic along one coordinate, $U=c\xi^4$ with $c>0$, and couples to the field as $-zE\xi$. Then $4c\xi^3=zE$, so $\xi\propto E^{1/3}$ and the energy gain scales as $E^{4/3}$. This is still smaller than a linear term as $E\to0$: the slope survives, but the remainder is larger than $O(E^2)$.

The linear law cannot continue to the field at which the minimum and saddle merge. Let $\varepsilon$ be the remaining distance to that field. In the generic case the enthalpy along the soft coordinate is $F=-g\varepsilon\xi+b\xi^3/3$, with $g,b>0$. Its stationary points are $\xi=\pm\sqrt{g\varepsilon/b}$, the positive one being the minimum. With $\xi_0=\sqrt{g\varepsilon/b}$ and $b\xi_0^2=g\varepsilon$,

$$B=F(-\xi_0)-F(\xi_0)=2g\varepsilon\xi_0-\tfrac23b\xi_0^3=\tfrac43\,g\varepsilon\,\xi_0=\tfrac43\,\frac{(g\varepsilon)^{3/2}}{b^{1/2}} .$$

The slope vanishes as $\varepsilon^{1/2}$, as identity (2) demands, because the two dipoles become equal.

The volume in equation (1) belongs to the cell whose barrier is computed. If $M$ primitive cells switch coherently, both the barrier and its shift are $M$ times larger. For a local event in a supercell, $\Omega\Delta\mathbf P$ is the dipole change of the whole supercell. Equation (1) supplies no activation volume for domain-wall motion.

## A chain with two switching routes

The branch question arises in hafnia when candidate routes carry oxygen ions in opposite senses. The following model isolates it and does not represent the energies of hafnia. Cations sit at $(ja,0)$ and anions at $(ja+x,y)$, with $a=5.0$ Å. Their site energies are $+3.0$ and $-3.0$ eV. A cation and an anion at distance $r$ are coupled by a hopping of magnitude $1.20\,e^{-(r-2.0)/0.8}$ eV, with $r$ in Å. The lattice energy in eV is

$$0.30\cos(4\pi x/a)+\tfrac12(15.0)(y-2.0)^2 .$$

Two non-interacting, spin-paired electrons per cell balance a cation core of charge $+2e$; the anion core is neutral in this count. With a cross-section of 25 Å$^2$ per chain, $\Omega=125$ Å$^3$. If $g(k)$ is the Bloch sum of the hoppings, the bands lie at $\pm\sqrt{3.0^2+|g(k)|^2}$ eV, so the gap is at least 6 eV for any position of the anion.

The initial anion position is $x=-1.087$ Å. On the near route the anion passes the cation at $x=0$, with a barrier of 0.308 eV. On the far route it moves the other way, through $x=-a/2$, with a barrier of 0.774 eV. The followed dipole changes along $x$ are

$$\Delta p_x^{\rm near}=-2.131\ e\,\text{Å},\qquad \Delta p_x^{\rm far}=+2.869\ e\,\text{Å},$$

or $-27.3$ and $+36.8$ µC/cm$^2$ as polarizations. Rigid transport of charge $-2e$ with the anion would give $-2(1.087)=-2.174\ e\,$Å on the near route. The Berry-phase value is smaller in magnitude because the Wannier centre starts at $-2.1308/2=-1.065$ Å, slightly closer to the cation than the anion is.

For an independent check, open chains of 12 and 20 cells were diagonalized in a real scalar potential. Their difference removes the end contributions, and the minimum and saddles were located again at each field. The barrier slopes are $+2.131$ and $-2.869\ e\,$Å, equal to $-\Delta p_x$ within the tested tolerance of $10^{-4}\ e\,$Å. Freezing the ions at their zero-field positions leaves the slopes unchanged within the same tolerance, as the envelope argument requires.

The scalar product is tested with a field along $(0.8,0.6)$. On the near route $\Delta p_y=0.19745\ e\,$Å, so the predicted slope is

$$-[0.8(-2.13078)+0.6(0.19745)]=1.586\ e\,\text{Å},$$

which is also the value from the open chains.

At $-1$ MV/cm, or $-0.01$ V/Å, the near barrier is predicted to change by $-(-0.01)(-2.131)=-0.0213$ eV, from 0.3084 to 0.2871 eV. The direct value is 0.2874 eV. The far barrier rises at this field, from 0.7740 to 0.8029 eV. Reversing the field reverses both trends.

The small excess over the linear prediction follows from equation (3). For the near route the ionic polarizabilities are $-3.116$ at the saddle and $2.618$ at the minimum, and the electronic difference is $-0.016$, all in $e\,$Å$^2$/V. Hence $\alpha_s-\alpha_i=-5.75\ e\,$Å$^2$/V, and the barrier curves upward. At 2 MV/cm the quadratic term is $\tfrac12(5.75)(0.02)^2=0.00115$ eV, about 2.7% of the linear shift of 0.0426 eV.

Equation (1) applies to each saddle separately. The lowest barrier can change route, and its field dependence then has a kink. Extrapolating the two linear laws, the barriers would cross at $(0.774-0.308)/(2.131+2.869)=0.093$ V/Å, about 9 MV/cm. This lies well outside the computed range of $\pm2$ MV/cm. The lowest barrier is also not always the one that produces net switching. In a positive field the near route moves the dipole against the field: its complete reversal, $-4.26\ e\,$Å (below), leaves the product higher in enthalpy by $4.26(0.02)=0.085$ eV at 2 MV/cm. The barrier back, which by mirror symmetry equals the near barrier at $-2$ MV/cm, is 0.267 eV, lower than the forward 0.352 eV. In a positive field only the far route leads downhill, on either side of the crossing.

**The cost of a wrong branch.** The far saddle at $x=-a/2$ is the same crystal as the one at $x=+a/2$. Following the dipole to the latter position adds $-2ea=-10\ e\,$Å and would predict a slope of $+7.13$ instead of $-2.87\ e\,$Å: wrong in sign and in size.

The same quantum separates the complete reversals. The near route gives $-4.26\ e\,$Å and the far route $+5.74\ e\,$Å, although both end in the same reversed crystal. There is no contradiction. The final crystals have equal internal energies, but the source has passed different charges and done different work. The polarization difference that shifts a barrier therefore belongs to a route, not merely to a pair of structures. The remaining values are in the numerical output.

## Computed results

```
Period: 5.0 angstrom; cross-section: 25.0 angstrom^2
Cell volume: 125.0 angstrom^3
Site energies: +/-3.0 eV
Hopping: 1.20 eV at 2.0 angstrom, decay 0.8 angstrom
Double-well amplitude: 0.30 eV
Transverse spring: 15.0 eV/angstrom^2, rest y 2.0 angstrom
Smallest direct gap on a full slide: 6.000 eV
Initial anion x, y: -1.0872, 1.9635 angstrom
near: saddle x, y: -0.0000, 1.9082 angstrom
near: zero-field barrier: 0.30840 eV
near: Berry dipole change x, y: -2.13078, 0.19745 e angstrom
near: polarization change x: -27.311 microC/cm^2
near: barrier slope, axial field: 2.13078 e angstrom
near: slope with frozen ions: 2.13078 e angstrom
near: slope, field along (0.8,0.6): 1.58616 e angstrom
near: slope at 0.01 V/angstrom: 2.18815 e angstrom
near: ionic polarizability, saddle: -3.1157 e angstrom^2/V
near: ionic polarizability, initial: 2.6178 e angstrom^2/V
near: electronic difference: -0.01585 e angstrom^2/V
near: total difference: -5.7494 e angstrom^2/V
near: barrier curvature: 5.7495 e angstrom^2/V
near: -2 MV/cm; direct, linear, quadratic: 0.26694, 0.26578, 0.26693 eV
near: -1 MV/cm; direct, linear, quadratic: 0.28738, 0.28709, 0.28738 eV
near: +1 MV/cm; direct, linear, quadratic: 0.32999, 0.32971, 0.33000 eV
near: +2 MV/cm; direct, linear, quadratic: 0.35216, 0.35102, 0.35217 eV
far: saddle x, y: -2.5000, 1.9951 angstrom
far: zero-field barrier: 0.77402 eV
far: Berry dipole change x, y: 2.86922, -0.12790 e angstrom
far: polarization change x: 36.776 microC/cm^2
far: barrier slope, axial field: -2.86922 e angstrom
far: slope with frozen ions: -2.86922 e angstrom
far: slope, field along (0.8,0.6): -2.21863 e angstrom
far: slope at 0.01 V/angstrom: -2.82318 e angstrom
far: ionic polarizability, saddle: -1.9997 e angstrom^2/V
far: ionic polarizability, initial: 2.6178 e angstrom^2/V
far: electronic difference: 0.00029 e angstrom^2/V
far: total difference: -4.6172 e angstrom^2/V
far: barrier curvature: 4.6173 e angstrom^2/V
far: -2 MV/cm; direct, linear, quadratic: 0.83233, 0.83140, 0.83232 eV
far: -1 MV/cm; direct, linear, quadratic: 0.80294, 0.80271, 0.80294 eV
far: +1 MV/cm; direct, linear, quadratic: 0.74555, 0.74532, 0.74555 eV
far: +2 MV/cm; direct, linear, quadratic: 0.71755, 0.71663, 0.71755 eV
Dipole change per full slide: -10.00000 e angstrom
Wrong-branch slope for far route: 7.13078 e angstrom
Full reversal, near route: -4.26156 e angstrom
Full reversal, far route: 5.73844 e angstrom
Full reversal, near: -54.622 microC/cm^2
Full reversal, far: 73.552 microC/cm^2
```
